# Comment: When Heating Slows Current-Induced Breaking of Si-H Bonds

**The argument under review.** The manuscript considers a Si-H bond at a Si/SiO2 interface, broken by channel carriers that lift its stretching vibration one quantum at a time. It reasons as follows: a warmer lattice holds more vibrational quanta, so the bond starts higher on its ladder and needs fewer pushes from the current; heating therefore always accelerates breaking, and a hot stress test is always the severe one.

The first clause is correct. The conclusion does not follow, because temperature also enters the rate at which the vibration loses energy and the energy distribution of the carriers. I keep the manuscript's ladder picture and include all three effects.

**Model.** The levels are $0,\dots,N$, equally spaced by $w$ (all energies include $\hbar$). Harmonic matrix elements give an upward rate $(n+1)U$ and a downward rate $nD$ from level $n$. The bond breaks on the upward step from $N$, so the rupture energy is $E_b=(N+1)w$. Carrier flux and field are held fixed while the lattice is heated.

**1. The bath**

Let a stretch quantum decay into three quanta of a bending mode and one lattice phonon, with Bose numbers $n_b$ and $n_a$. If the bend holds $m$ quanta, creating three more carries the factor $(m+1)(m+2)(m+3)$. With $x=e^{-E_{\rm bend}/kT}$, its thermal average is

$$(1-x)\sum_m (m+1)(m+2)(m+3)x^m=\frac{6}{(1-x)^3}=6(1+n_b)^3 .$$

The reverse process carries $m(m-1)(m-2)$, whose average is $6n_b^3$. Absorbing the 6 into a constant $\gamma_0$,

$$D_{\rm bath}=\gamma_0(1+n_b)^3(1+n_a),\qquad U_{\rm bath}=\gamma_0 n_b^3n_a .$$

Each ratio $n_i/(1+n_i)$ is a Boltzmann factor, and the four energies add up to $w$, so $U_{\rm bath}/D_{\rm bath}=e^{-w/kT}$. Define $\gamma=D_{\rm bath}-U_{\rm bath}$ and let $n$ now denote the Bose number at energy $w$. Then

$$D_{\rm bath}=\gamma(1+n),\qquad U_{\rm bath}=\gamma n .$$

The mean number of quanta obeys $d\langle m\rangle/dt=U_{\rm bath}(\langle m\rangle+1)-D_{\rm bath}\langle m\rangle=-\gamma\langle m\rangle+U_{\rm bath}$, so $1/\gamma$ is the vibrational lifetime. Since $\gamma$ grows with both $n_a$ and $n_b$, heating shortens the lifetime. The manuscript lets $n$ vary but not $\gamma$.

**2. The carriers**

For nondegenerate carriers in a parabolic band with occupation proportional to $e^{-E/\theta}$, density of states and speed each contribute $\sqrt E$. The normalized flux distribution is $Ee^{-E/\theta}/\theta^2$. I take cross sections $\sigma_0$ for removing a quantum and $\sigma_0(1-w/E)$, at $E>w$, for adding one. They satisfy microscopic reversibility, $E\sigma_{\rm down}(E)=(E+w)\sigma_{\rm up}(E+w)$. For total flux $\Phi$ the downward rate is $S=\Phi\sigma_0$, and the upward rate is

$$S\int_w^\infty\frac{E-w}{\theta^2}e^{-E/\theta}dE=Se^{-w/\theta}.$$

Hence

$$U=Se^{-w/\theta}+\gamma n,\qquad D=S+\gamma(1+n).$$

To find $\theta$, let carriers scatter isotropically from an optical phonon of energy $\Omega$, and write $t=\tanh(\Omega/2kT)$. The scattering rate is proportional to $2n_\Omega+1=1/t$, so the free path is $\lambda=\lambda_0t$. A collision emits a phonon with probability $(n_\Omega+1)/(2n_\Omega+1)=(1+t)/2$ and absorbs one with probability $(1-t)/2$.

Diffusion along the field $F$, with coefficient $\lambda^2/3$ per collision time, becomes energy diffusion with coefficient $(eF\lambda)^2/3$. This requires $eF\lambda$ to be well below $\theta$, so that the carriers' directions stay nearly isotropic. For $f=e^{-E/\theta}$ it drives an upward flow $(eF\lambda)^2f/3\theta$. In steady state this equals the net downward flow due to phonons. Treating the density of states and scattering rate as constant over an interval $\Omega$, and setting $y=\Omega/\theta$,

$$\frac{(eF\lambda)^2}{3\theta}f=\frac{1+t}{2}\int_E^{E+\Omega}\! f\,dE'-\frac{1-t}{2}\int_{E-\Omega}^{E}\! f\,dE' .$$

The integrals are $\theta f(1-e^{-y})$ and $\theta f(e^y-1)$. Dividing by $\theta f$ and collecting exponentials gives

$$\frac{(eF\lambda_0t)^2}{3\theta^2}=t\sinh y-\cosh y+1 .$$

At zero field $t=(\cosh y-1)/\sinh y=\tanh(y/2)$, so $\theta=kT$, as it must be.

Does heating cool the carriers? Divide the balance by $t^2y^2$:

$$\frac{(eF\lambda_0)^2}{3\Omega^2}=Q(y,t)=\frac1{y^2}\left[\frac{\sinh y}{t}-\frac{\cosh y-1}{t^2}\right].$$

The left side is fixed. With $y_0=\Omega/kT$, the bracket is proportional to $\sinh(y/2)\sinh[(y_0-y)/2]$ at fixed $t$, so

$$\frac{\partial\ln Q}{\partial y}=\tfrac12\coth\tfrac y2-\tfrac12\coth\tfrac{y_0-y}2-\frac2y<0 .$$

The sign follows because the first term is below $1/y+1/2$ and the second coth term exceeds $1/2$. Also,

$$\frac{\partial Q}{\partial t}=\frac{\sinh y}{y^2t^3}\left[2\tanh\frac y2-t\right].$$

Heating lowers $t$. If $t>2\tanh(y/2)$, this raises $Q$ at fixed $y$, and $y$ must increase to restore it, so $\theta$ falls. Within this transport model, heating the lattice therefore cools the carriers when

$$\tanh\frac{\Omega}{2kT}>2\tanh\frac{\Omega}{2\theta},$$

which becomes $\theta>2kT$ when both arguments are small. Weakly heated carriers warm with the lattice instead.

**3. The breaking rate**

Let $h_k$ be the mean time to pass from level $k$ to $k+1$. After a wait $1/[(k+1)U+kD]$ the bond either steps up or steps down; in the second case it needs a further $h_{k-1}+h_k$. Multiplying out,

$$(k+1)Uh_k=1+kDh_{k-1}.$$

Set $g_k=(k+1)Uh_k$. Then $g_k=1+(D/U)g_{k-1}$ with $g_0=1$, so $g_k=\sum_{m=0}^k(D/U)^m$. Defining $R$ as the inverse mean time from level 0 to rupture,

$$\frac1R=\sum_{k=0}^N\frac1{k+1}\sum_{m=0}^k\frac{D^m}{U^{m+1}} .$$

For $U\ll D$ the term $k=m=N$ dominates, and $R\approx(N+1)U(U/D)^N$.

Let $M$ be the average of $m$, weighted by the terms of the double sum. Each term has logarithmic derivative $m\,d\ln D-(m+1)\,d\ln U$, so

$$\frac{d\ln R}{dT}=(M+1)\frac{d\ln U}{dT}-M\frac{d\ln D}{dT}.$$

Heating slows breaking exactly when $M\,d\ln D/dT>(M+1)\,d\ln U/dT$. The three influences can now be separated.

- *Occupation.* At fixed $\gamma$ and $\theta$, raising $n$ raises $U$. It also raises $U/D$, because $d(U/D)/dn=\gamma(D-U)/D^2>0$. Every term of $1/R$ falls, so the manuscript is right about this effect alone.
- *Lifetime.* At fixed $n$ and $\theta$, $\partial\ln R/\partial\gamma=(M+1)n/U-M(1+n)/D$. This is negative when $U/D>(1+1/M)e^{-w/kT}$. Faster decay hurts a ladder driven sufficiently above equilibrium with the bath; near equilibrium, faster exchange with the bath helps.
- *Carriers.* A lower $\theta$ reduces $U$ and leaves $D$ unchanged, so $R$ falls.

**4. A numerical case**

Rupture by a single energetic carrier is left out here, so the rates below are those of the ladder channel alone; section 6 shows that one-carrier rupture can be faster even at low drain voltage. Take $w=0.26$ eV $=3(0.078)+0.026$ eV, $N=9$ and $E_b=2.6$ eV. The cold lifetime is $1/\gamma_0=1.5$ ns. For the carriers, $F=0.2$ MV/cm, $\lambda_0=8$ nm (so $eF\lambda_0=0.16$ eV) and $\Omega=0.06$ eV. With $\Phi=3\times10^{26}$ cm$^{-2}$s$^{-1}$ and $\sigma_0=10^{-18}$ cm$^2$, $S=3\times10^8$ s$^{-1}$.

Between 300 and 400 K the Bose number rises twelvefold, from $4.3\times10^{-5}$ to $5.3\times10^{-4}$. Yet the bath's upward rate at 400 K is only $9.3\times10^5$ s$^{-1}$, against $4.6\times10^7$ s$^{-1}$ from carriers. Meanwhile the lifetime drops from 0.82 to 0.57 ns, and $\theta$ from 0.150 to 0.139 eV. The leading formula gives

$$R_{300}\approx10(5.292\times10^7)(0.03477)^9=3.9\times10^{-5}\ {\rm s^{-1}},$$

$$R_{400}\approx10(4.705\times10^7)(0.02295)^9=8.3\times10^{-7}\ {\rm s^{-1}}.$$

These lie 8% and 5% above the full sums, $3.65\times10^{-5}$ and $7.9\times10^{-7}$ s$^{-1}$. The mean time to rupture grows from 7.6 to 351 hours: heating slows breaking 46-fold.

Changed one at a time, occupation multiplies the 300 K rate by 1.11, lifetime by 0.070 and carriers by 0.26. Their product is not exactly the joint factor 0.022, since $R$ is not a product of separate functions of the three variables. The local slope at 300 K shows the same balance:

$$9.924(-0.00141)-8.924(0.00280)=-0.039\ {\rm K^{-1}}.$$

Carrier cooling is not essential here. Keep the carriers as they were at 300 K and let only the bath warm: $U=5.287\times10^7+9.3\times10^5=5.38\times10^7$ s$^{-1}$ and $D=2.05\times10^9$ s$^{-1}$. The leading formula then gives about $3.2\times10^{-6}$ s$^{-1}$, still some twelve times slower than at 300 K.

**5. Where the manuscript's conclusion holds**

Without carriers, $U/D=e^{-w/kT}$ and the leading formula becomes $R\approx(N+1)\gamma(1+n)e^{-E_b/kT}$. This is thermally activated: the rate rises from $2.6\times10^{-34}$ to $3.0\times10^{-23}$ s$^{-1}$ between 300 and 400 K.

With carriers, the rates at these two temperatures are equal at $\Phi=9.6\times10^{24}$ cm$^{-2}$s$^{-1}$, about 1/31 of the working flux; at lower flux the 400 K rate is the higher one, though just below this flux the rate first dips on heating from 300 K. But the rate there is $3.9\times10^{-19}$ s$^{-1}$, far too slow to matter in a device. At the working flux the bath eventually wins as well: breaking is slowest near 554 K and accelerates above that. These numbers belong to the harmonic ladder. On the Morse ladder of section 6 the two rates are already equal at about 0.4 of the working flux, where they are still only $1.0\times10^{-14}$ s$^{-1}$, and at the working flux breaking is slowest near 446 K.

At the opposite extreme, $S\gg\gamma(1+n)$, carriers dominate $D$ and the lifetime loses its influence. The temperature trend then follows $\theta$. Within the diffusion balance of section 2, carrier cooling at 300 K requires a field above 0.115 MV/cm, where $\theta=2.7kT$; the simple estimate $2kT$ is low because $\Omega/2kT$ is not small. This threshold is not reliable. There $eF\lambda\approx0.076$ eV exceeds $\theta=0.069$ eV, so the diffusion step fails. A Monte Carlo solution for a parabolic band without that step has the excitation factor at 0.1 MV/cm falling from 0.027 to 0.025 between 300 and 400 K, where the balance has it rising from 0.0115 to 0.0140.

**6. Relation to a real transistor**

The vibrational energies, rupture energy, free path and field are rough values for Si-H near the drain of a silicon transistor. The nanosecond lifetime is typical of Si-H on a hydrogen-terminated silicon surface; at the oxide interface it may be shorter. This matters for the conclusion: at the working flux, the 400 K rate exceeds the 300 K rate for cold lifetimes below about 0.05 ns on the harmonic ladder, and already below about 0.6 ns on the Morse ladder described below. The cross section is assumed, and the absolute rate depends on it steeply. With carriers supplying nearly all of $U$, $d\ln R/d\ln S\approx(M+1)-MS/D\approx8$ at 300 K, so a 10% rise in $S$ roughly doubles $R$. The same exponent shows what fixed flux conceals: in a device held at fixed voltage, the flux can change with temperature, and a rise of roughly 60% would cancel the 46-fold slowing.

Other simplifications were varied singly:

- A parabolic-band carrier distribution, still within the diffusion step, leaves a 45-fold slowing. Dropping that step as well, in a Monte Carlo solution with phonon rates proportional to the final density of states, leaves about 51-fold and raises the 300 K rate about sevenfold, to $2.6\times10^{-4}$ s$^{-1}$.
- Ending the carrier distribution at 1 eV, as a low drain voltage roughly does, leaves 42-fold. Adding one-carrier rupture from excited levels, with cross section $\sigma_0$, leaves 25-fold and raises the 300 K rate from $2.6\times10^{-5}$ to $4.4\times10^{-4}$ s$^{-1}$. With the threshold form $\sigma_0(1-\Delta/E)$, where $\Delta$ is the energy still needed for rupture, it leaves 30-fold and the rate rises only to $7\times10^{-5}$ s$^{-1}$. The cutoff is essential to the ladder picture: without it, carriers above $E_b$ would break the bond from its ground level in one step, at a rate $S(1+E_b/\theta)e^{-E_b/\theta}\approx160$ s$^{-1}$ at 300 K, far faster than the ladder. The rates of section 4 therefore describe the ladder channel alone, not the total breaking rate in a device.
- Removing one level, a crude stand-in for tunnelling near the barrier top, leaves 30-fold.
- A Morse ladder with the same first quantum and rupture energy has 20 levels. With the same downward rate constant, it leaves 10-fold and lowers the 300 K rate to $1.1\times10^{-9}$ s$^{-1}$.

With the assumed cold lifetime of 1.5 ns, the direction survives each change; the absolute rate does not. At 300 K $eF\lambda$ is 0.13 eV against $\theta=0.15$ eV, so the diffusion step of section 2 is stretched and $\theta$ is only a rough estimate; the slowing found in section 4 with unchanged carriers does not rely on how $\theta$ varies with temperature. Degeneracy is small: if the flux is taken as density times mean thermal speed, the density is about 0.015 of the effective density of states. Even without phonon losses, carriers need about 11 nm to gain their mean energy, so a high-field region of that length or shorter would violate the local steady state assumed for $\theta$. Carrier heating of the bends and overtone steps are not sized.

**Requested revision.** The word "always" should be replaced by the sign condition of section 3. For this breaking channel, a hot test is more severe than a cold one only if $d\ln R/dT$, integrated from the cold to the hot temperature with the actual changes of carrier flux and field included, is positive. The numerical output gives the remaining intermediate values.

## Computed results

```
Stretch, bend, lattice quanta: 0.26, 0.078, 0.026 eV
Top level 9; rupture energy 2.60 eV
Cold lifetime 1.50 ns
Optical phonon 0.06 eV; cold free path 8.0 nm
Field 0.2 MV/cm; flux 3.0e+26 /cm2/s; sigma 1e-18 cm2
Carrier downward rate S 3.00e+08 1/s
--- Lattice at 300 K
Lifetime 0.818 ns; Bose number 4.288e-05
theta 0.1498 eV; carrier temperature 1738 K
Carrier factor exp(-w/theta) 0.1762
Upward rates: carriers 5.287e+07, bath 5.239e+04 1/s
U 5.292e+07 1/s; D 1.522e+09 1/s; U/D 0.03477
Breaking rate 3.652e-05 1/s; mean time 7.61 h
Leading formula 3.935e-05 1/s
--- Lattice at 400 K
Lifetime 0.572 ns; Bose number 5.301e-04
theta 0.1388 eV; carrier temperature 1611 K
Carrier factor exp(-w/theta) 0.1537
Upward rates: carriers 4.612e+07, bath 9.273e+05 1/s
U 4.705e+07 1/s; D 2.050e+09 1/s; U/D 0.02295
Breaking rate 7.905e-07 1/s; mean time 351 h
Leading formula 8.302e-07 1/s
--- Rate factors, 300 to 400 K
Occupation only 1.1135
Lifetime only 0.0704
Carriers only 0.2578
All together 0.02165; slowing 46.2 x
At 300 K: M 8.9237; dlnR/dT -0.03897 1/K
dlnU/dT -1.410e-03; dlnD/dT 2.799e-03 1/K
--- Where the trends reverse
Carrier cooling starts, 300 K: field 0.1154 MV/cm
theta there 0.0688 eV = 2.660 kT
Lifetime effect reverses, 300 K: flux 3.30e+22 /cm2/s
Equal rates at 300 and 400 K: flux 9.58e+24 /cm2/s
Rate at that flux 3.90e-19 1/s
Slowest breaking at 554 K, rate 3.43e-08 1/s
No carriers: 2.6e-34, 3.0e-23 1/s
--- Neglected effects: rate at 300 K, factor to 400 K
Parabolic band: 4.44e-05 1/s, 0.0221
Its carrier factors: 0.1798, 0.1572
1.0 eV cutoff: 2.61e-05 1/s, 0.0237
Plus direct rupture: 4.40e-04 1/s, 0.0402
Morse, 20 levels: 1.14e-09 1/s, 0.1008
One level fewer: 9.45e-04 1/s, 0.0328
Carrier density 5.91e+18 /cm3; degeneracy n/Nc 0.0150
Length to gain mean carrier energy 11.2 nm
```
